# Why PBEsol is not better than PBE for every system

**Q:** I regard PBEsol as PBE with a mistake removed. For a slowly varying electron gas, the second-order gradient coefficient of exchange is 10/81. PBE uses a value almost twice as large, and PBEsol restores the right one. A functional that satisfies one more exact condition should be better everywhere, so I see no reason to go on using PBE.

**A:** Let us first write down what is restored. In Hartree atomic units, and for a density \(n\) without spin polarization, both functionals have

\[
E_x[n]=\int e_x^{\rm LDA}(n)\,F(s)\,d^3r,\qquad
e_x^{\rm LDA}=-\frac34\left(\frac3\pi\right)^{1/3}n^{4/3},
\]

\[
s=\frac{|\nabla n|}{2k_Fn},\quad k_F=(3\pi^2n)^{1/3},\qquad
F(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}.
\]

Both use \(\kappa=0.804\). With \(a=\mu s^2/\kappa\), the last two terms of \(F\) combine to

\[
\kappa-\frac{\kappa}{1+a}=\frac{\kappa a}{1+a}=\frac{\mu s^2}{1+a}
=\mu s^2-\frac{\mu^2s^4}{\kappa}+\dots
\]

So \(\mu\) is the coefficient of \(s^2\) at small \(s\), while at large \(s\) the factor saturates at \(1+\kappa\). PBEsol sets \(\mu=10/81\approx0.1235\), and PBE has \(\mu\approx0.2195\). I take 10/81 as the given value for the slowly varying gas; nothing I derive below depends on where it comes from.

**Q:** If 10/81 was available, where does PBE's larger number come from?

**A:** From a different condition. To second order, PBE correlation adds \(\beta t^2\) per electron in an unpolarized gas, with \(t=|\nabla n|/(2k_sn)\) and \(k_s^2=4k_F/\pi\). Exchange adds \(\epsilon_x\mu s^2\) per electron, with \(\epsilon_x=e_x^{\rm LDA}/n=-3k_F/(4\pi)\). PBE asks the two terms to cancel, so that a weakly perturbed uniform gas keeps the response it has in the local density approximation (LDA). Since \(t^2/s^2=k_F^2/k_s^2=\pi k_F/4\), the requirement is

\[
\beta\,\frac{\pi k_F}{4}\,s^2-\frac{3k_F}{4\pi}\,\mu s^2=0
\quad\Longrightarrow\quad \mu=\frac{\pi^2}{3}\beta .
\]

With PBE's \(\beta\approx0.0667\) this gives 0.2195. PBEsol changes \(\mu\) to 10/81 and also lowers \(\beta\) to 0.046. These values no longer satisfy the cancellation, since \(\pi^2\cdot0.046/3=0.151\) differs from 0.1235, and PBE's \(\beta\) is given up as well. PBEsol therefore exchanges one set of conditions for another, and does not simply add a condition to PBE.

**Q:** Still, its exchange is right in the slowly varying limit. What does lowering \(\mu\) do to the exchange energy of an actual density?

**A:** It makes it less negative, for every density that is not uniform. Let \(\mu_1\) be the PBE value, \(\mu_2\) the PBEsol value, and \(a_i=\mu_is^2/\kappa\). The constants \(1+\kappa\) cancel in the difference:

\[
F_1-F_2=\kappa\left(\frac1{1+a_2}-\frac1{1+a_1}\right)
=\frac{\kappa(a_1-a_2)}{(1+a_1)(1+a_2)}
=\frac{(\mu_1-\mu_2)\,s^2}{(1+a_1)(1+a_2)}\ge0 .
\]

Because \(e_x^{\rm LDA}\) is negative, the smaller factor gives the higher energy. On one fixed density,

\[
L[n]\equiv E_x^{\rm PBEsol}-E_x^{\rm PBE}
=\int|e_x^{\rm LDA}|\,(F_1-F_2)\,d^3r>0 .
\]

I will call \(L\) the exchange loss. To see where the two factors differ most, put \(u=s^2\) and take the reciprocal of the gap:

\[
\frac1{F_1-F_2}=\frac1{\mu_1-\mu_2}
\left[\frac1u+\frac{\mu_1+\mu_2}{\kappa}+\frac{\mu_1\mu_2}{\kappa^2}u\right].
\]

The bracket is smallest where \(-1/u^2+\mu_1\mu_2/\kappa^2=0\), that is, at \(u=\kappa/\sqrt{\mu_1\mu_2}\). There it equals \((\sqrt{\mu_1}+\sqrt{\mu_2})^2/\kappa\). Writing \(\mu_1-\mu_2=(\sqrt{\mu_1}-\sqrt{\mu_2})(\sqrt{\mu_1}+\sqrt{\mu_2})\) gives

\[
(F_1-F_2)_{\max}=\kappa\,\frac{\sqrt{\mu_1}-\sqrt{\mu_2}}{\sqrt{\mu_1}+\sqrt{\mu_2}} .
\]

The maximum is 0.115, at \(s=2.21\).

**Q:** A less negative energy is not necessarily a worse one. If PBE exchange were too negative, the loss would be an improvement.

**A:** Correct: the sign of \(L\) is general, but the verdict depends on where PBE stands. So we need exact exchange. For a closed shell with spin-summed density matrix \(\gamma\), it is

\[
E_x^{\rm exact}=-\frac14\iint\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

I evaluate it with Hartree–Fock orbitals and put the density of the same orbitals into the functionals, so that no difference between densities enters the comparison. The basis is a large set of s and p Gaussians; the occupied orbitals of Ne and Ar need no higher angular momentum. In hartree:

| | Ne | Ar |
|---|---|---|
| exact | −12.108 | −30.185 |
| LDA | −11.034 | −27.863 |
| PBE | −12.067 | −29.996 |
| PBEsol | −11.665 | −29.143 |

Take the error as functional minus exact. PBE errs by +0.042 for Ne and +0.189 for Ar, so it is already not negative enough. The loss adds to these errors:

\[
\text{Ne: }0.042+0.402=0.444,\qquad
\text{Ar: }0.189+0.853=1.042\ \text{hartree}.
\]

Relative to exact exchange, the error grows from 0.34 % to 3.7 % for Ne, and from 0.63 % to 3.5 % for Ar.

PBEsol still improves on LDA. For Ne, LDA misses \(12.108-11.034=1.074\) hartree. PBE recovers \(12.067-11.034=1.033\) of this, about 96 %, and PBEsol recovers \(11.665-11.034=0.631\), about 59 %. For Ar the recovered parts are about 92 % and 55 %.

**Q:** Then I blame \(\kappa\). The coefficient is right, but the saturating form cuts the correction down before it can act. With a larger \(\kappa\), 10/81 would give good atoms.

**A:** That can be settled for all \(\kappa\) at once. From the small-\(s\) algebra,

\[
F(s)-1=\frac{\mu s^2}{1+\mu s^2/\kappa}\le\mu s^2
\]

for any positive \(\kappa\). At fixed \(\mu\), the most negative exchange energy this form can approach is therefore that of the undamped expansion \(F=1+\mu s^2\), reached as \(\kappa\to\infty\). With \(\mu=10/81\) on the same densities, the undamped expansion gives −11.775 hartree for Ne and −29.293 for Ar. The errors are still 0.334 and 0.892 hartree.

Removing the saturation altogether thus repairs \(0.444-0.334=0.110\) hartree for Ne, a quarter of the PBEsol error. For Ar it repairs \(1.042-0.892=0.150\) hartree, about one seventh. No choice of \(\kappa\) brings this form with 10/81 near the exact values for these two atoms.

**Q:** That sounds as if the exact coefficient were wrong.

**A:** It is a statement about a limit, and these atoms are not in that limit. The coefficient describes a density that changes little over the local Fermi wavelength, in all its derivatives. It fixes the curvature of \(F\) at \(s=0\) and leaves open what \(F\) should be at \(s\) near 1.

**Q:** I would have guessed that the trouble sits in the far tail of the atom, where \(s\) is huge.

**A:** The loss does not come from there. Sorting the integrand of \(L\) by the local value of \(s\) gives these shares, good to about one percentage point:

| | \(s<1\) | \(1\le s<2\) | \(s\ge2\) |
|---|---|---|---|
| Ne | 77.5 % | 21.1 % | 1.5 % |
| Ar | 88.2 % | 11.3 % | 0.5 % |

The gap \(F_1-F_2\) is largest at \(s=2.21\), yet the region beyond \(s=2\) hardly counts. The integrand is the gap times \(|e_x^{\rm LDA}|\,d^3r\), and it is the weight that removes the tail. The gap does not help: it falls off as \(1/s^2\) only at very large \(s\), and just beyond \(s=2\) it is close to its maximum. The weight, however, is small, and it can be bounded. For Ne, \(\int|e_x^{\rm LDA}|s^2\,d^3r=(11.775-11.034)/0.1235=6.0\) hartree, of which about 8 % comes from \(s\ge2\) (8.1 % on the grid used here, 7.8 % on a much finer radial grid). Since \(s^2\ge4\) there, the weight of that region is at most \(0.081\times6.0/4=0.12\) hartree, about 1 % of the LDA exchange energy. For Ar the same steps, with \((29.293-27.863)/0.1235=11.6\) hartree and a share of 3.5 %, give at most 0.10 hartree, about 0.4 %.

**Q:** But then most of the loss comes from \(s<1\), where I would expect a gradient expansion to work.

**A:** A moderate \(s\) does not make a density slowly varying, because \(s\) contains the first derivative alone. Take two electrons in a hydrogenic 1s orbital, \(n=(2Z^3/\pi)e^{-2Zr}\), as a model of the region near a nucleus. There \(|\nabla n|/n=2Z\), and at the nucleus \(k_F=(3\pi^2\cdot2Z^3/\pi)^{1/3}=(6\pi)^{1/3}Z\). Hence

\[
s(0)=\frac{2Z}{2(6\pi)^{1/3}Z}=(6\pi)^{-1/3}<\frac12 ,
\]

since \(6\pi>8\). The second derivatives, however, give

\[
\nabla^2n=n''+\frac2r\,n'=\left(4Z^2-\frac{4Z}{r}\right)n ,
\]

which diverges as \(r\to0\). The density has a cusp where \(s\) is below one half, and the assumption behind the expansion fails there. This shows that \(s<1\) is not a sufficient condition. It does not explain the loss at \(s<1\), however. The region \(r<1/(2Z)\) around the nucleus carries only about 4 % of the loss for Ne and 3 % for Ar, and nearly all of the loss at \(s<1\) comes from points where the reduced Laplacian \(|\nabla^2n|/(4k_F^2n)\) is also below 1. Below 1 is not the same as small, and I have not shown why the second-order term falls short there.

**Q:** What \(\mu\) would these atoms prefer, then?

**A:** With \(\kappa\) held at 0.804 the question has at most one answer per atom, because

\[
\frac{\partial F}{\partial\mu}
=\kappa\,\frac{s^2/\kappa}{(1+\mu s^2/\kappa)^2}
=\frac{s^2}{(1+\mu s^2/\kappa)^2}\ge0 ,
\]

so \(E_x\) falls steadily as \(\mu\) grows. Matching exact exchange requires \(\mu=0.230\) for Ne and 0.242 for Ar. Both lie slightly above PBE's 0.2195 and are nearly twice 10/81. Since PBE is already below the value needed, any reduction of \(\mu\) from there worsens the exchange energy of these two atoms; 10/81 is one such reduction. The preferred values belong to this form and this \(\kappa\), and they differ between the two atoms, so they are not constants of nature.

**Q:** Could a functional have 10/81 at small \(s\) and still give good atoms?

**A:** For a single atom this is easy to arrange. Add \(c\,s^4/(1+s^2)^2\) to the PBEsol factor, with a constant \(c>0\). The addition starts at order \(s^4\), so the coefficient of \(s^2\) stays at 10/81. It never exceeds \(c\), so its integral is finite. The exchange energy then decreases linearly with \(c\), and some \(c\) reproduces the exact value for Ne. I do not propose this as a functional: one fitted atom says nothing about the next one, and the large-\(s\) limit has changed. But it locates the conflict. In the PBE form with \(\kappa\) held at 0.804, \(\mu\) alone sets both the limit \(s\to0\) and the behaviour at the gradients found in atoms, and for Ne and Ar the two make different demands.

**Q:** Total exchange energies are not what I use in practice. I take energy differences, and an error that sits in the atoms should cancel when they form a molecule.

**A:** Most of it does cancel, so the remainder has to be calculated. Take N2, with the atomization energy \(D=2E(\mathrm N)-E(\mathrm N_2)\), without zero-point energy and at a fixed bond length of 1.10 Å. The nitrogen atom has three unpaired electrons, so we need exchange for a spin-polarized density. Exchange acts between electrons of equal spin, so the two spin densities contribute separately:

\[
E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow].
\]

Apply this to an unpolarized density \(2n_\sigma\), which has \(n_\sigma\) in each spin. The two terms are then equal, so \(E_x[2n_\sigma]=2E_x[n_\sigma,0]\), and therefore

\[
E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow].
\]

The loss \(L\) obeys the same rule. Now keep the PBE densities and PBE correlation, and change \(\mu\) alone. Each energy rises by its own loss, so

\[
\Delta D_x=2L[\mathrm N]-L[\mathrm N_2]
=306.9-302.2=4.7\ \text{kcal/mol}.
\]

More than 98 % of the atomic loss cancels. What is left is positive, because the separated atoms lose more exchange than the molecule does, and the molecule therefore appears more strongly bound. The sign does not follow from \(L>0\); it is a computed result for N2.

**Q:** PBEsol also lowers \(\beta\). Does the correlation part not compensate?

**A:** Not here. Changing \(\beta\) after \(\mu\), still on the PBE densities, moves \(D\) by another +1.75 kcal/mol, in the same direction. The sequence is

\[
243.20+4.72+1.75=249.67\ \text{kcal/mol}.
\]

A self-consistent PBEsol calculation also gives 249.7, so the relaxation of the densities is unimportant at this precision. These numbers belong to the cc-pVTZ basis and are not converged to the digits shown: in cc-pVQZ the PBE value rises by about 0.65 and the PBEsol value by about 0.8 kcal/mol, the two steps become 4.81 and 1.82, and the full change becomes 6.6. The full change from PBE to PBEsol is 6.5 kcal/mol, or 0.28 eV. Of this, 4.7 comes from restoring 10/81, which is somewhat under three quarters.

**Q:** You have shown that \(D\) goes up. Whether that is worse depends on the true value, and you need a reference you can trust.

**A:** The demand on the reference is modest. For a true value \(D_0\), compare the squared errors:

\[
(D_{\rm PBEsol}-D_0)^2-(D_{\rm PBE}-D_0)^2
=(D_{\rm PBEsol}-D_{\rm PBE})\,(D_{\rm PBEsol}+D_{\rm PBE}-2D_0).
\]

The first factor is positive. PBEsol is therefore worse whenever \(D_0\) lies below the midpoint of the two results, which is 246.4 kcal/mol.

For \(D_0\) I use coupled cluster with single, double and perturbative triple excitations, CCSD(T), with the 1s cores left uncorrelated. The cc-pVTZ basis, which also serves for the PBE and PBEsol values, gives 216.2 kcal/mol. The correlation energy converges slowly with the basis, so I extrapolate it from cc-pVDZ (\(X=2\)) and cc-pVTZ (\(X=3\)), assuming \(E_X=E_\infty+bX^{-3}\). Then \(27E_3=27E_\infty+b\) and \(8E_2=8E_\infty+b\), and subtraction removes \(b\):

\[
E_\infty=\frac{27E_3-8E_2}{19}.
\]

Added to the cc-pVTZ Hartree–Fock energies, this gives \(D_0\approx220.4\) kcal/mol.

**Q:** An extrapolation from two small basis sets is hardly a precise value.

**A:** It is not, and it need not be. The extrapolation moved the reference by 4.2 kcal/mol, whereas the reference would have to be 26 kcal/mol too low before the verdict changed. Relative to 220.4, PBE overbinds by 23 kcal/mol and PBEsol by 29. Those two errors are too large, because this reference is low. Adding to 216.2 the change of the Hartree–Fock part from cc-pVTZ to cc-pVQZ and a second-order (MP2) correlation step extrapolated from cc-pVTZ and cc-pVQZ gives about 227 kcal/mol, some 6 to 7 higher. The errors are then nearer 16 and 23, and the reference still lies about 19 to 20 kcal/mol below the midpoint. Their difference of 6.5 does not contain the reference at all.

**Q:** So should I go back to PBE for everything?

**A:** That would be the same belief with the names exchanged. The results have different reach. That PBEsol exchange is less negative than PBE exchange holds for every non-uniform density. That this is a change for the worse was shown for Ne and Ar, where PBE exchange was already too weak. For a system in which PBE exchange is too negative, the same loss would at first reduce the error. For atomization energies even the sign of the shift has to be computed, and I have done so for one molecule at one bond length.

I have calculated no solid, so nothing here measures what PBEsol gains there. The case for 10/81 rests on densities that vary slowly, and it is strongest where the energy difference of interest comes from such regions. Taking a solid apart into free atoms is a different kind of difference, since one side of it consists of atoms, and good behaviour in the slowly varying limit does not vouch for that side.

**Q:** Then my mistake was to treat an exact condition as an improvement that carries over to every density.

**A:** Yes. The condition constrains \(F\) near \(s=0\) for slowly varying densities. What PBEsol exchange does elsewhere depends on the form chosen to continue \(F\) away from that limit, and PBEsol also changes the correlation through \(\beta\). The combined effect has to be judged system by system. The numerical check that accompanies this exchange tests the closed form of the gap, the loss integrals and the ordering of the errors for all three systems.

## Calculated quantities

```
mu read from library: PBE 0.21951, PBEsol 0.12345
F gap peak: s = 2.210, height = 0.1149
Ne HF total energy: -128.5471 hartree, virial ratio 2.000001
Ne exact exchange: -12.1083 hartree
Ne LDA exchange: -11.0335 hartree
Ne PBE exchange: -12.0667 hartree, error 0.0416 (0.34 %)
Ne PBEsol exchange: -11.6647 hartree, error 0.4437 (3.66 %)
Ne loss PBE to PBEsol: 0.4020 hartree
Ne loss shares s<1, 1-2, >2: 77.5, 21.1, 1.5 %
Ne mu needed for exact exchange: 0.2303
Ne undamped 10/81 exchange: -11.7748 hartree, error 0.3335
Ne undamped correction from s>2: 8.1 %
Ar HF total energy: -526.8166 hartree, virial ratio 2.000005
Ar exact exchange: -30.1849 hartree
Ar LDA exchange: -27.8630 hartree
Ar PBE exchange: -29.9959 hartree, error 0.1889 (0.63 %)
Ar PBEsol exchange: -29.1427 hartree, error 1.0422 (3.45 %)
Ar loss PBE to PBEsol: 0.8533 hartree
Ar loss shares s<1, 1-2, >2: 88.2, 11.3, 0.5 %
Ar mu needed for exact exchange: 0.2424
Ar undamped 10/81 exchange: -29.2931 hartree, error 0.8918
Ar undamped correction from s>2: 3.5 %
N2 bond length: 1.10 angstrom
N2 D, CCSD(T) cc-pVTZ: 216.2 kcal/mol
N2 D, CCSD(T) extrapolated: 220.4 kcal/mol
N2 D, PBE: 243.2 kcal/mol, error 22.8
N2 D, PBEsol: 249.7 kcal/mol, error 29.3
N2 D, PBEsol minus PBE: 6.49 kcal/mol = 0.281 eV
Exchange loss, two N atoms: 306.89 kcal/mol
Exchange loss, N2: 302.17 kcal/mol
D shift from mu alone: 4.72 kcal/mol
D shift from beta afterwards: 1.75 kcal/mol
D, PBEsol on PBE densities: 249.67 kcal/mol
D midpoint PBE/PBEsol: 246.4 kcal/mol, margin above reference 26.1
```
